# Unfolding weights from dual functions in a non-orthogonal supercell basis: verification in Python

```python
"""Band unfolding in a non-orthogonal basis with dual functions.

Result under test: for a supercell eigenstate J and primitive wavevector k,
    w_J(k) = sum_m <J|k m><dual(k m)|J> = (C^H S U_k U_k^H C)_JJ
obeys  sum_k w_J(k) = 1  and  sum_J w_J(k) = M  (orbitals per cell),
even if an impurity carries different, displaced orbitals.
C: eigenvector coefficients, S: overlap matrix, H: Hamiltonian matrix,
U_k: phases exp(i k r a)/sqrt(N) over the cells r = 0..N-1.
Model: 1D chain of Gaussian wells, one s and one p Gaussian per cell.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SPACING = 4.0          # primitive lattice constant
CELLS = 6              # primitive cells in the supercell
ORBITALS = 2           # s and p
HOST_EXP, IMP_EXP = 0.3, 0.5
HOST_DEPTH, IMP_DEPTH = 1.0, 1.6
WELL_EXP = 0.5
IMP_SHIFT = 0.4
POINTS = 40            # grid points per primitive cell
STEP = SPACING / POINTS
LENGTH = CELLS * SPACING
K_SUPER = 0.25 * 2 * np.pi / LENGTH


def build(wavevector, cells, exponent, shift, depth):
    """Bloch basis on a grid, matrices and eigenstates; cell 0 is special."""
    length = cells * SPACING
    x = np.arange(cells * POINTS) * STEP
    potential = np.zeros(x.size)
    functions, slopes = [], []
    for r in range(cells):
        b = exponent if r == 0 else HOST_EXP
        v = depth if r == 0 else HOST_DEPTH
        centre = r * SPACING + (shift if r == 0 else 0.0)
        s, p, ds, dp = (np.zeros(x.size, complex) for _ in range(4))
        for image in range(-6, 7):
            y = x - centre - image * length
            phase = np.exp(1j * wavevector * image * length)
            g = (2 * b / np.pi) ** 0.25 * np.exp(-b * y**2)
            s += phase * g
            ds += phase * (-2 * b * y) * g
            p += phase * 2 * np.sqrt(b) * y * g
            dp += phase * 2 * np.sqrt(b) * (1 - 2 * b * y**2) * g
            potential -= v * np.exp(-WELL_EXP * y**2)
        functions += [s, p]
        slopes += [ds, dp]
    basis, slope = np.array(functions).T, np.array(slopes).T
    overlap = STEP * basis.conj().T @ basis
    ham = STEP * (0.5 * slope.conj().T @ slope
                  + basis.conj().T @ (potential[:, None] * basis))
    overlap = 0.5 * (overlap + overlap.conj().T)
    ham = 0.5 * (ham + ham.conj().T)
    energy, coeff = eigh(ham, overlap)
    return SimpleNamespace(x=x, V=potential, B=basis, S=overlap, H=ham,
                           E=energy, C=coeff)


def phases(k):
    column = np.exp(1j * k * SPACING * np.arange(CELLS)) / np.sqrt(CELLS)
    return np.kron(column[:, None], np.eye(ORBITALS))


def dual_weights(coeff, overlap):
    """Array [k index, state] of complex weights from the matrix formula."""
    rows = []
    for k in k_points:
        u = phases(k)
        left = coeff.conj().T @ overlap @ u
        right = u.conj().T @ coeff
        rows.append(np.einsum("jm,mj->j", left, right))
    return np.array(rows)


def fourier_weights(system):
    """Weights by true translation symmetry, from plane-wave components."""
    psi = system.B @ system.C
    periodic = np.exp(-1j * K_SUPER * system.x)[:, None] * psi
    power = LENGTH * np.abs(np.fft.fft(periodic, axis=0) / len(psi)) ** 2
    return np.array([power[g::CELLS].sum(axis=0) for g in range(CELLS)])


def metric_projector(overlap, k):
    """Unfolding projector written in an orthonormal frame of the span."""
    values, vectors = np.linalg.eigh(overlap)
    root = (vectors * np.sqrt(values)) @ vectors.conj().T
    inverse_root = (vectors / np.sqrt(values)) @ vectors.conj().T
    u = phases(k)
    return root @ u @ u.conj().T @ inverse_root


k_points = K_SUPER + 2 * np.pi * np.arange(CELLS) / LENGTH
main = build(K_SUPER, CELLS, IMP_EXP, IMP_SHIFT, IMP_DEPTH)
w = dual_weights(main.C, main.S)

# Overlap quadrature against the closed Gaussian formula.
pair = IMP_EXP + HOST_EXP
exact_overlap = (np.sqrt(2 * np.sqrt(IMP_EXP * HOST_EXP) / pair)
                 * np.exp(-IMP_EXP * HOST_EXP / pair
                          * (SPACING - IMP_SHIFT) ** 2))
assert abs(main.S[0, 2] - exact_overlap) < 1e-10

# Weights from explicit real-space dual functions (pseudoinverse, no S).
dual = np.linalg.pinv(main.B).conj().T / STEP
psi = main.B @ main.C
w_grid, centroid_grid = [], []
momentum = K_SUPER + 2 * np.pi * np.fft.fftfreq(main.x.size, d=STEP)
carrier = np.exp(1j * K_SUPER * main.x)[:, None]
for k in k_points:
    bloch, bloch_dual = main.B @ phases(k), dual @ phases(k)
    left = STEP * psi.conj().T @ bloch
    right = STEP * bloch_dual.conj().T @ psi
    w_grid.append(np.sum(left * right.T, axis=1))
    spectrum = np.fft.fft(bloch / carrier, axis=0)
    kinetic = carrier * np.fft.ifft(
        0.5 * momentum[:, None] ** 2 * spectrum, axis=0)
    h_bloch = kinetic + main.V[:, None] * bloch
    centroid_grid.append(STEP * np.sum(bloch_dual.conj() * h_bloch))
w_grid, centroid_grid = np.array(w_grid), np.array(centroid_grid)
assert np.max(np.abs(w_grid - w)) < 1e-9

# Both sum rules, checked on the real-space weights; then the first moment.
state_error = np.max(np.abs(w_grid.sum(axis=0) - 1))
count_error = np.max(np.abs(w_grid.sum(axis=1) - ORBITALS))
assert state_error < 1e-9 and count_error < 1e-9
centroid = w @ main.E
assert np.max(np.abs(centroid - centroid_grid)) < 1e-8

# Weights without duals miss the state sum rule.
coefficient_sum = np.sum(np.abs(main.C) ** 2, axis=0)
overlap_sum = np.sum(np.abs(main.S @ main.C) ** 2, axis=0)
assert np.max(np.abs(coefficient_sum - 1)) > 0.05
assert np.max(np.abs(overlap_sum - 1)) > 0.05

# Spectral function from the resolvent against the sum over eigenstates.
show, omega, eta = 1, -0.5, 0.05
u = phases(k_points[show])
g_plus = np.linalg.inv((omega + 1j * eta) * main.S - main.H)
g_minus = np.linalg.inv((omega - 1j * eta) * main.S - main.H)
a_resolvent = np.trace(u.conj().T @ (1j / (2 * np.pi))
                       * (1.0) @ (g_plus - g_minus) @ main.S @ u).real \
    if False else (1j / (2 * np.pi) * np.trace(
        u.conj().T @ (g_plus - g_minus) @ main.S @ u)).real
lorentz = eta / np.pi / ((omega - main.E) ** 2 + eta**2)
assert abs(a_resolvent - np.sum(w[show].real * lorentz)) < 1e-9

# Pristine chain: unit weights at independently computed primitive bands.
pristine = build(K_SUPER, CELLS, HOST_EXP, 0.0, HOST_DEPTH)
w_pristine = dual_weights(pristine.C, pristine.S)
host_bands = np.array([build(k, 1, HOST_EXP, 0.0, HOST_DEPTH).E
                       for k in k_points])
for g in range(CELLS):
    chosen = w_pristine[g].real > 0.5
    assert chosen.sum() == ORBITALS
    assert np.max(np.abs(w_pristine[g] - chosen)) < 1e-8
    assert np.max(np.abs(pristine.E[chosen] - host_bands[g])) < 1e-9

# Host orbitals on the impurity: dual and Fourier weights must coincide.
same = build(K_SUPER, CELLS, HOST_EXP, 0.0, IMP_DEPTH)
w_same = dual_weights(same.C, same.S)
same_difference = np.max(np.abs(w_same - fourier_weights(same)))
assert same_difference < 1e-9
assert np.min(w_same.real) > -1e-10
f = fourier_weights(main)
assert np.max(np.abs(f.sum(axis=0) - 1)) < 1e-9
assert np.max(np.abs(f - w.real)) > 1e-4
assert np.max(np.abs(f.sum(axis=1) - ORBITALS)) > 1e-3

# Sharp bounds for the oblique projector, and the orthogonal special case.
norms = []
for g, k in enumerate(k_points):
    projector = metric_projector(main.S, k)
    norm = np.linalg.norm(projector, 2)
    extremes = np.linalg.eigvalsh(0.5 * (projector + projector.conj().T))
    assert abs(extremes[0] - (1 - norm) / 2) < 1e-10
    assert abs(extremes[-1] - (1 + norm) / 2) < 1e-10
    assert extremes[0] < -1e-6
    assert np.all(w[g].real > extremes[0] - 1e-10)
    assert np.all(w[g].real < extremes[-1] + 1e-10)
    norms.append(norm)
    assert abs(np.linalg.norm(metric_projector(same.S, k), 2) - 1) < 1e-9
norms = np.array(norms)

# Inversion with time reversal makes the weights real; a shift breaks this.
centred = build(K_SUPER, CELLS, IMP_EXP, 0.0, IMP_DEPTH)
w_centred = dual_weights(centred.C, centred.S)
assert np.max(np.abs(w_centred.imag)) < 1e-9
assert np.max(np.abs(w.imag)) > 1e-6

# Equal mixing in all cells is harmless; a sign flip in one cell is not.
mixing = np.kron(np.eye(CELLS), np.array([[1.0, 0.4j], [0.3, 1.2]]))
w_mixed = dual_weights(np.linalg.solve(mixing, main.C),
                       mixing.conj().T @ main.S @ mixing)
assert np.max(np.abs(w_mixed - w)) < 1e-9
sign = np.ones(CELLS * ORBITALS)
sign[:ORBITALS] = -1
w_flipped = dual_weights(sign[:, None] * main.C,
                         sign[:, None] * main.S * sign)
flip_change = np.max(np.abs(w_flipped.real - w.real))
assert flip_change > 1e-3
assert np.max(np.abs(w_flipped.sum(axis=0) - 1)) < 1e-9
assert np.max(np.abs(w_flipped.sum(axis=1) - ORBITALS)) < 1e-9

print(f"cells {CELLS}, orbitals per cell {ORBITALS}, a = {SPACING} bohr")
print(f"orbital exponents host, impurity: {HOST_EXP}, {IMP_EXP} bohr^-2")
print(f"well depths host, impurity: {HOST_DEPTH}, {IMP_DEPTH} hartree")
print(f"well exponent {WELL_EXP} bohr^-2, impurity shift {IMP_SHIFT} bohr")
print(f"supercell wavevector K = {K_SUPER:.6f} bohr^-1 (K*A = pi/2)")
print(f"s-s overlap, host neighbours: {main.S[2, 4].real:.6f}")
print(f"s-s overlap, impurity to right neighbour: {main.S[0, 2].real:.6f}")
print(f"smallest eigenvalue of S: {np.linalg.eigvalsh(main.S)[0]:.6f}")
print(f"lowest state: {main.E[0]:.6f} hartree = "
      f"{main.E[0] * HARTREE_EV:.4f} eV")
print("lowest state: g, k (bohr^-1), Re w, Im w, Fourier weight")
for g, k in enumerate(k_points):
    print(f"  {g} {k:.6f} {w[g, 0].real:.6f} {w[g, 0].imag:+.6f} "
          f"{f[g, 0]:.6f}")
print(f"  sums over k: {w[:, 0].sum().real:.6f}, "
      f"{w[:, 0].sum().imag:+.1e}, {f[:, 0].sum():.6f}")
print(f"at g = {show}: state, energy (hartree), Re w, Fourier weight")
for j in range(CELLS * ORBITALS):
    print(f"  {j + 1:2d} {main.E[j]:+.6f} {w[show, j].real:+.6f} "
          f"{f[show, j]:.6f}")
print(f"  sums over states: {w[show].sum().real:.6f}, "
      f"{f[show].sum():.6f}")
print(f"host bands at g = {show}: {host_bands[show, 0]:+.6f}, "
      f"{host_bands[show, 1]:+.6f} hartree")
print(f"first moment at g = {show}: {centroid[show].real:+.6f} hartree; "
      f"host {host_bands[show].sum():+.6f}")
print(f"A(k,omega) at g = {show}, omega = {omega}, eta = {eta} hartree: "
      f"{a_resolvent:.6f} hartree^-1")
print(f"largest error, sum over k minus 1: {state_error:.1e}")
print(f"largest error, sum over states minus {ORBITALS}: {count_error:.1e}")
print(f"Fourier sums over states, min and max over k: "
      f"{f.sum(axis=1).min():.6f}, {f.sum(axis=1).max():.6f}")
print(f"squared coefficients, sum for lowest, highest state: "
      f"{coefficient_sum[0]:.6f}, {coefficient_sum[-1]:.6f}")
print(f"squared overlaps, sum for lowest, highest state: "
      f"{overlap_sum[0]:.6f}, {overlap_sum[-1]:.6f}")
print(f"projector norm at g = {show}: {norms[show]:.6f}; bounds on W: "
      f"{(1 - norms[show]) / 2:+.6f}, {(1 + norms[show]) / 2:.6f}")
print(f"smallest Re w over all k and states: {w.real.min():+.6f}")
print(f"largest |Im w|: shifted {np.abs(w.imag).max():.6f}, "
      f"centred {np.abs(w_centred.imag).max():.1e}")
print(f"largest |Re w - Fourier|: {np.abs(w.real - f).max():.6f}; "
      f"with host orbitals {same_difference:.1e}")
print(f"largest change of Re w on impurity sign flip: {flip_change:.6f}")
print("all good")
```

Printed output:

```
cells 6, orbitals per cell 2, a = 4.0 bohr
orbital exponents host, impurity: 0.3, 0.5 bohr^-2
well depths host, impurity: 1.0, 1.6 hartree
well exponent 0.5 bohr^-2, impurity shift 0.4 bohr
supercell wavevector K = 0.065450 bohr^-1 (K*A = pi/2)
s-s overlap, host neighbours: 0.090718
s-s overlap, impurity to right neighbour: 0.086628
smallest eigenvalue of S: 0.344934
lowest state: -1.078896 hartree = -29.3583 eV
lowest state: g, k (bohr^-1), Re w, Im w, Fourier weight
  0 0.065450 0.231655 +0.002147 0.215563
  1 0.327249 0.180891 +0.009001 0.177105
  2 0.589049 0.120982 +0.006734 0.132464
  3 0.850848 0.106595 -0.002454 0.121859
  4 1.112647 0.147515 -0.009186 0.152141
  5 1.374447 0.212362 -0.006242 0.200869
  sums over k: 1.000000, -2.6e-18, 1.000000
at g = 1: state, energy (hartree), Re w, Fourier weight
   1 -1.078896 +0.180891 0.177105
   2 -0.672133 +0.009128 0.010145
   3 -0.652287 +0.516476 0.506556
   4 -0.617662 +0.211153 0.212663
   5 -0.572066 +0.079114 0.087163
   6 -0.526997 +0.002960 0.003855
   7 -0.233290 +0.018109 0.039018
   8 -0.099740 +0.007892 0.008430
   9 +0.013973 +0.008841 0.012150
  10 +0.171892 +0.936612 0.894545
  11 +0.363654 +0.023469 0.035210
  12 +0.539950 +0.005355 0.014756
  sums over states: 2.000000, 2.001594
host bands at g = 1: -0.632481, +0.211201 hartree
first moment at g = 1: -0.547895 hartree; host -0.421280
A(k,omega) at g = 1, omega = -0.5, eta = 0.05 hartree: 0.755493 hartree^-1
largest error, sum over k minus 1: 2.2e-15
largest error, sum over states minus 2: 3.6e-15
Fourier sums over states, min and max over k: 1.998239, 2.001594
squared coefficients, sum for lowest, highest state: 0.950025, 2.853056
squared overlaps, sum for lowest, highest state: 1.106503, 0.356386
projector norm at g = 1: 1.015059; bounds on W: -0.007530, 1.007530
smallest Re w over all k and states: +0.000042
largest |Im w|: shifted 0.017823, centred 1.3e-16
largest |Re w - Fourier|: 0.067107; with host orbitals 6.7e-16
largest change of Re w on impurity sign flip: 0.621986
all good
```
